Mass Derivative of the Partition Function and Kinetic Isotope Effects

Q. For an isotope effect I need Q at two masses. A path-integral simulation gives averages, not partition functions. What average tells me how Q changes with mass?

A. The kinetic energy of the atom whose mass changes. Take H = Σ_i K_i + V in Cartesian coordinates, with K_i = p_i²/2m_i, and let V be independent of the masses, as on a Born–Oppenheimer surface. Let Q = Tr e^(−βH) be finite. Vary one mass m, with kinetic energy K. Since K ∝ 1/m,

m ∂H/∂m = −K.

K and V do not commute, so the derivative of the exponential needs care. For two Hamiltonians H′ and H,

d/ds [e^(−(τ−s)H′) e^(−sH)] = e^(−(τ−s)H′) (H′ − H) e^(−sH).

Integrating s from 0 to τ gives e^(−τH) − e^(−τH′) on the left. Let H′ belong to the mass m(1+ε), so that H′ − H = −εK to first order. Changing the sign of both sides, dividing by ε and letting ε → 0,

m ∂e^(−τH)/∂m = ∫₀^τ e^(−(τ−s)H) K e^(−sH) ds.   (1)

Set τ = β and take the trace. Cyclicity joins the two exponentials into e^(−βH), the integrand no longer depends on s, and the integral gives β Tr[K e^(−βH)]. Division by Q yields

∂ ln Q/∂ ln m = β⟨K⟩.   (2)

Q. K is unbounded, so I distrust cyclicity. And is the sign right?

A. For a discrete spectrum the trace manipulation can be avoided. The Hellmann–Feynman theorem gives m ∂E_n/∂m = −⟨n|K|n⟩, and Q = Σ e^(−βE_n) then has m ∂Q/∂m = β Σ ⟨n|K|n⟩ e^(−βE_n), which is (2). The sign is positive: a heavier mass lowers each level and raises Q. For a free particle in one dimension Q per length is (m/2πβħ²)^(1/2), so the left side is 1/2, as is β⟨K⟩.

Three conditions matter. The zero of energy must not move with mass; measuring from the zero-point level adds a term. A mass-dependent correction to V adds −β⟨m ∂V/∂m⟩. And the particles are treated as distinguishable: changing the mass of one of two identical nuclei changes the allowed symmetry of the states, which no continuous derivative records.

The derivative picks out one atom. In a coupled two-coordinate model (ħ = 1, β = 2, masses 1 and 1.5, V = x²/2 + x′² + 0.3xx′ + 0.1x⁴ + 0.05x²x′²), a finite difference of ln Q in ln m₁ gives 0.741005, equal to β⟨K₁⟩, while β⟨K₂⟩ = 0.708760 does not enter. These and the later computed numbers are collected in the numerical output after the text; the rest follow from them by the arithmetic shown.

Q. A simulation has P beads, not operators. Does (2) survive discretization?

A. It holds at each finite P for the matching estimator. Splitting e^(−βH) into P symmetric factors gives, in one dimension and with x_(P+1) = x₁,

Q_P = (mP/2πβħ²)^(P/2) ∫ dx₁…dx_P exp[−Σ_j mP(x_j − x_(j+1))²/2βħ² − (β/P) Σ_j V(x_j)].

The mass sits in the prefactor and in the springs, so direct differentiation gives the primitive estimator

∂ ln Q_P/∂ ln m = P/2 − ⟨Σ_j mP(x_j − x_(j+1))²/2βħ²⟩.   (3)

A second form comes from changing variables first. Write x_j = x_c + m^(−1/2) η_j, with the centroid x_c = (1/P) Σ x_j and Σ η_j = 0. The spring term loses its mass. The P − 1 independent η give a Jacobian ∝ m^(−(P−1)/2), which leaves m^(1/2) of the prefactor. The remaining mass is in V(x_c + m^(−1/2)η_j), whose derivative in ln m is −(1/2)(x_j − x_c)V′(x_j). Hence

∂ ln Q_P/∂ ln m = 1/2 + (β/2P) ⟨Σ_j (x_j − x_c) V′(x_j)⟩.   (4)

Take a Morse well V = D(1 − e^(−αx))² with round parameters D = 4.5 eV, α = 2 Å⁻¹, T = 300 K, β = 38.6817 eV⁻¹. Its trace needs a container, whose share is of order e^(−βD) and is dropped. At m = 1 u, (3), (4) and a finite difference of ln Q_P agree at 2.689671, 3.570076 and 3.663961 for P = 8, 32 and 128. The operator value is 3.670557. A symmetric factor errs at order (β/P)³ and there are P of them, so the error should fall as P⁻². From P = 32 to 128 it drops from 0.100481 to 0.006596, a factor 15.23 against the asymptotic 16.

Q. Then I integrate β⟨K⟩ dm/m from the light mass m_L to the heavy mass m_H. Why change variable? The integral is the same.

A. The integral is, the quadrature is not, and each node costs a simulation. For s = m^p, d ln m = ds/(ps), so

d ln Q/ds = β⟨K⟩/(ps).

With p = −1/2 and y = m^(−1/2) this is −2β⟨K⟩/y. The mass rises as y falls, and exchanging the limits absorbs the sign:

ln[Q(m_H)/Q(m_L)] = 2β ∫ from y_H to y_L of ⟨K⟩ dy/y.   (5)

If several masses change, take y_i(λ) = (1−λ) y_i,L + λ y_i,H. The chain rule gives

d ln Q/dλ = −2β Σ_i (y_i,H − y_i,L) ⟨K_i⟩/y_i.

For the two-coordinate model taken from masses (1, 1.5) to (2, 4), four Gauss nodes in λ give 1.091648, the same as the direct difference of ln Q on the same 21 × 21 grid. That grid is coarse for the heavier masses: the converged value is lower by 1.4×10⁻⁵, so only 1.0916 is a property of the model. A two-point trapezoid in s has no error when the integrand is linear in s, that is when ln Q is quadratic in s. The best variable is the one in which ln Q comes closest to a quadratic.

Q. Why should y be that variable?

A. Because the frequency of a single coordinate of mass m is linear in y. For force constant κ, ω = √κ y. (When one mass of a coupled system changes, this holds only approximately: a diatomic has ω = [κ(y₁² + y₂²)]^(1/2), nearly linear in y₁ only when y₁ ≫ y₂, a light atom on a heavy partner.) With c = βħ√κ, the sum over levels gives ln Q = −ln[2 sinh(cy/2)], so

d ln Q/dy = −(c/2) coth(cy/2) = −(c/2)[1 + 2e^(−cy) + …].

For cy = βħω ≫ 1 the integrand is constant up to c e^(−cy). The Morse well keeps the property. Its levels are E_n = ħω(n+½) − [ħω(n+½)]²/4D with ħω = αħ(2D)^(1/2) y. When the ground state dominates,

ln Q ≈ −β[ħω/2 − (ħω)²/16D],   β⟨K⟩ ≈ β[ħω/4 − (ħω)²/16D],

the second following from (2) because ω ∝ m^(−1/2) and ω² ∝ m⁻¹. So ln Q is quadratic in y. For 1 u, ħω = 0.38792 eV and βħω = 15.0056, and the estimate 3.7514 − 15.0056 × 0.38792/72 = 3.7514 − 0.0808 = 3.6706 matches β⟨K⟩ = 3.670557 (⟨K⟩ = 94.891 meV). For 2 u, βħω = 10.6106 and β⟨K⟩ = 2.612387 (67.535 meV). Here ⟨K⟩ comes from a grid Hamiltonian and was tested against a finite difference of the level sum.

While β⟨K⟩ falls by 29 per cent, the integrand 2β⟨K⟩/y of (5) moves from 7.34111 to 7.38895 u^(1/2). The trapezoid is

½(7.34111 + 7.38895) × (1 − 0.7071068) = 2.15717,

against ln(Q_H/Q_L) = −5.264825 + 7.421954 = 2.157130 from the levels. Thus Q_H/Q_L = 8.646, and the heavy isotope lies lower in free energy by 55.77 meV, or 5.381 kJ/mol. The two-point errors in the logarithm are +0.331 in m, +0.128 in √m, +0.0204 in ln m and +3.8×10⁻⁵ in y.

The last has a source: the first excited level of the heavy isotope. Its gap is βΔ = 10.6106(1 − 0.27430/9) = 10.6106 − 0.3234 = 10.287, which adds e^(−10.287) = 3.4×10⁻⁵ to ln Q_H. Its share of β⟨K⟩ is (5.305 − 0.323) × 3.4×10⁻⁵ = 1.7×10⁻⁴. The trapezoid turns that into ½ × 2√2 × 1.7×10⁻⁴ × 0.2929 = 7.0×10⁻⁵, an excess of 3.6×10⁻⁵. The same estimate at the light end adds about 0.2×10⁻⁵.

Q. That well is cold and nearly harmonic. I suspect y is not best in general.

A. It is not. First, the shape of the well matters. For V = g|x|^n, put x = ℓξ with ħ²/mℓ² = gℓ^n; the Schrödinger equation in ξ then has no parameters, and all levels scale as gℓ^n ∝ m^(−n/(n+2)). The cold ln Q is linear in y for n = 2, in m^(−2/3) for n = 4 and in 1/m for a box.

Second, temperature matters. When the ring is small, expand V′(x_j) = V′(x_c) + V″(x_c)ξ_j in (4), with ξ_j = x_j − x_c. The first term cancels because Σξ_j = 0. In the second, ⟨ξ²⟩ is to leading order that of the free ring, and x_c has the classical distribution. Normal mode n of the springs has variance βħ²/[4mP sin²(πn/P)]. For large P the modes near n = 0 and n = P dominate, Σ 1/sin²(πn/P) → 2(P²/π²) Σ 1/n² = P²/3, and averaging over the P beads gives ⟨ξ²⟩ = βħ²/12m. So, to leading order in ħ²,

β⟨K⟩ = 1/2 + β²ħ²⟨V″⟩_cl y²/24.   (6)

For V = x²/2 + 0.1x⁴ with ħ = β = 1, ⟨V″⟩_cl = 1.738633, and (6) gives an excess 2.897721×10⁻³ at m = 25, where diagonalization gives 2.897771×10⁻³. The integrand of (5) is now 1/y plus a term linear in y, and 1/y is curved. Its trapezoid from m = 1 to 2 is ½(1 + √2)(0.29289) = 0.35355 instead of ½ ln 2 = 0.34657. That excess, 0.00698, is the error found for the quartic well at β = 0.5, where ln m errs by 4.56×10⁻⁴. The cure is to integrate the classical part analytically:

ln(Q_H/Q_L) = ½ ln(m_H/m_L) + ∫ from y_H to y_L of (2β⟨K⟩ − 1) dy/y.

The integrand is then linear at the order of (6), and the error falls to −5.6×10⁻⁹. That figure should not be read as typical. The two excesses, 0.022987 and 0.011495, follow 1/m only to about one part in 10⁴. A single correction in 1/m² of that size would leave an error of order 10⁻⁷; the still smaller figure comes from a cancellation among the terms beyond (6) at this temperature.

Q. All this gives equilibrium ratios. A rate constant is not a ratio of partition functions. Where does (2) enter?

A. In part of the rate. Consider one dimension, a barrier between free asymptotes, and Q_r the reactant partition function per length. The thermal rate is kQ_r = (1/2πħ)∫N(E)e^(−βE)dE, with N the transmission probability. Define the flux through the point a by

⟨φ|F_a|ψ⟩ = (ħ/2mi)(φ*ψ′ − φ*′ψ) at a,

and, with τ = β/2 from here on,

C_ff(t) = Tr[e^(−τH) e^(iHt/ħ) F_a e^(−τH) e^(−iHt/ħ) F_b].

With real eigenfunctions F_ij = −F_ji, so F_a,ij F_b,ji is symmetric under i ↔ j and C_ff is even in t. Also ∫e^(i(E−E′)t/ħ)dt = 2πħ δ(E−E′), so ∫₀^∞C_ff dt = πħ∫dE e^(−βE) Σ F_a,ij F_b,ji over the two scattering states of energy E. At equal energy the flux element is a Wronskian and does not depend on position, so evaluate it far right, where ψ₁ ∝ t e^(iqx) and ψ₂ ∝ e^(−iqx) + r e^(iqx). In units of 1/2πħ, F₁₁ = N, F₂₂ = |r|² − 1 = −N and |F₁₂|² = |t|²|r|² = N(1−N). The sum is 2N² + 2N(1−N) = 2N, and πħ × 2N/(2πħ)² = N/2πħ. Hence kQ_r = ∫₀^∞C_ff dt for any a and b.

The quantum instanton approximation replaces the time integral by data at t = 0. Let ρ(τ) = ⟨a|e^(−τH)|b⟩, which is real. The same correlation function with δ(x−a) and δ(x−b) in place of the fluxes is C_dd(t) = |ρ(τ + it/ħ)|². Expanding 2 Re ln ρ in t removes the imaginary linear term:

ln C_dd(t) = ln ρ² − (ΔH t/ħ)² + …,   ΔH² = ∂² ln ρ/∂τ².

At t = 0 insert real eigenfunctions in C_ff. The product (ψ_iψ_j′ − ψ_i′ψ_j)_a (ψ_jψ_i′ − ψ_j′ψ_i)_b, summed with weights e^(−τE_i)e^(−τE_j), has two terms ρ_aρ_b and two terms −ρρ_ab, subscripts being derivatives. With (ħ/2mi)² = −ħ²/4m²,

C_ff = (ħ²/2m²)(ρρ_ab − ρ_aρ_b).

The approximation is to let C_ff(t) decay with the Gaussian of C_dd, with a and b at a stationary point of C_dd(0). Since ∫₀^∞e^(−(ΔH t/ħ)²)dt = √π ħ/2ΔH,

k ≈ (C_dd/Q_r) × (C_ff/C_dd) × √π ħ/2ΔH.   (7)

The free particle shows its quality. There ρ = (m/2πħ²τ)^(1/2) exp[−m(a−b)²/2ħ²τ]. At a = b, ΔH² = 1/2τ² and ρ_ab/ρ = m/ħ²τ, so C_ff = 1/4πħ²τ². Then (7) gives kQ_r = √(2π)/4πħβ against the true 1/2πħβ, too high by √(π/2) = 1.2533. That factor is mass independent and cancels in the free-particle isotope ratio; for a barrier the error of (7) depends on mass. In (7), C_ff/C_dd and ΔH are averages in the ensemble with two pinned points. C_dd and Q_r are normalizations, and these need mass integration.

Q. C_dd has two delta functions inside. Cyclicity no longer removes the s integral.

A. Correct, so (1) is kept whole. Define

βK_dd ≡ ∂ ln C_dd/∂ ln m = (2/ρ) ∫₀^τ ⟨a|e^(−(τ−s)H) K e^(−sH)|b⟩ ds.   (8)

In eigenstates the s integral is elementary, and the numerator is 2Σ ψ_i(a)K_ijψ_j(b)(e^(−τE_j) − e^(−τE_i))/(E_i − E_j). This is K averaged over imaginary time along paths pinned at a and b. It is not an expectation value in a state and has no fixed sign. For the free particle with a = b, C_dd ∝ m and βK_dd = 1, not 1/2.

With beads, one bead is pinned at a and the opposite one at b. Estimator (3) is unchanged. For the virial form let x̄_j be the straight line from a to b in P/2 equal steps, and x_j = x̄_j + m^(−1/2)η_j for the P − 2 free beads. The cross term in the springs is a constant times the sum of η_(j+1) − η_j, which vanishes because η = 0 at the pins. The line contributes P links of length 2(b−a)/P, hence P × (mP/2βħ²) × 4(b−a)²/P² = 2m(b−a)²/βħ². The powers of m are P/2 − (P−2)/2 = 1. So

βK_dd = 1 − 2m(b−a)²/βħ² + (β/2P)⟨Σ_j (x_j − x̄_j)V′(x_j)⟩.   (9)

Q. The best surfaces move when the mass changes. Does that not add a term?

A. The total derivative is

d ln C_dd/d ln m = βK_dd + (∂_a ln C_dd) da/d ln m + (∂_b ln C_dd) db/d ln m,

and both extra terms vanish when (a, b) is a stationary point at each mass. Otherwise they must be added, or the surfaces held fixed. Now write (7) for both isotopes and divide. Q_r is in the denominator, so it gives Q_r,H/Q_r,L, whose logarithm is (5) with K_r. C_dd gives the light over the heavy value, which is (5) with K_dd and the opposite sign:

ln(k_L/k_H) = 2β ∫ from y_H to y_L of (K_r − K_dd) dy/y + ln R,   (10)

R = [(C_ff/C_dd)/ΔH]_L / [(C_ff/C_dd)/ΔH]_H.

The integrand is positive where K_r exceeds K_dd; since K_dd can be negative, this can happen even for a free reactant.

Q. Show me this with numbers.

A. Take the Eckart barrier V = V₀ sech²(x/w) with round parameters V₀ = 0.4 eV and w = 0.3 Å (the width is printed as a), T = 100 K, β = 116.0452 eV⁻¹, and masses 1 u and 2 u. Put a = −z, b = z. Reflection symmetry makes C_dd stationary under a common shift of both points, and z* is the maximum of ρ in z: 0.5045 Å and 0.4009 Å.

For 1 u, C_dd = 4.11082×10⁻¹⁰ Å⁻², C_ff = 1.25856×10⁻¹³ fs⁻², ΔH = 23.7867 meV and Q_r = 0.57280 Å⁻¹, so

k_L = 1.25856×10⁻¹³ × 1.77245 × 0.658212/(2 × 0.0237867 × 0.57280) Å/fs = 5.388×10⁻⁷ m/s.

For 2 u the values 9.70418×10⁻¹³, 1.90719×10⁻¹⁶, 32.2632 and 0.81006 give k_H = 4.257×10⁻¹⁰ m/s.

From (8), βK_dd = −7.7952 and −9.5492. The sign says that C_dd falls with mass, as tunnelling does. With beads pinned at ±0.5168 Å and P = 128, the line term of (9) is 2 × 1.0336²/(116.0452 × 0.00418016) = 4.405. The total is −7.89238, so the force term is −4.49; it is negative because the force-weighted deviations from the line point down the barrier. The total equals the finite difference of ln C_dd at the same P, and the operator value at these points is −7.88921.

Both sides of the surface argument were tested at 1 u. Following z*(m), the finite difference is −7.7952, equal to βK_dd. At 1.3 z*, βK_dd = −9.4982 matches the derivative with fixed surfaces, but surfaces that follow 1.3 z*(m) give −7.9546.

Five Gauss nodes in y, with z* found afresh at each, give ln(C_dd,H/C_dd,L) = −6.0488, as does the direct ratio. The free reactant has βK_r = 1/2 and gives ½ ln 2 = 0.3466. The local factor is

R = (3.06158×10⁻⁴/1.96533×10⁻⁴) × (32.2632/23.7867) = 1.5578 × 1.3564 = 2.113,

ln(k_L/k_H) = 0.3466 + 6.0488 + 0.7481 = 7.1435,

a ratio of 1266. Leaving out R would halve it. As reference, the closed-form transmission of this barrier,

N = sinh²(πqw)/[sinh²(πqw) + cosh²(½π(8mV₀w²/ħ² − 1)^(1/2))],   q = (2mE)^(1/2)/ħ,

was tested against direct integration of the Schrödinger equation at 0.05 eV. Its thermal average gives 5.463×10⁻⁷ and 4.127×10⁻¹⁰ m/s, a ratio of 1324. Relative to these, (7) is 1.4 per cent low for 1 u, 3.1 per cent high for 2 u and 4.4 per cent low in the ratio. That error belongs to (7), not to the mass integration. The reference itself is a one-dimensional model with no transverse vibration and no bath.

Q. Was y a good variable for C_dd?

A. With five Gauss nodes it was adequate; with the two-point trapezoid, which uses only the end masses, it was poor. The two-point errors in ln(C_dd,H/C_dd,L) are −0.236 in m, +0.023 in √m, +0.038 in ln m and −0.190 in y, the last a factor e^0.19 = 1.21 in the isotope effect. The reason is the tunnelling action. To leading exponential order N ≈ e^(−W), with W(E) = (2/ħ)∫[2m(V−E)]^(1/2)dx between the turning points. Substituting u = sinh(x/w),

∫dx/(V−E)^(1/2) = w∫du/(V₀ − E − Eu²)^(1/2) = πw/√E,

so dW/dE = −πw(2m/E)^(1/2)/ħ, and with W(V₀) = 0,

W = 2πw√(2m)(√V₀ − √E)/ħ.

The thermal integral is dominated by the minimum S of βE + W. There β = −dW/dE, so E* = 2π²w²m/β²ħ², and the √E term of W equals −2βE*. Therefore

S = A√m − Bm,   A = 2πw(2V₀)^(1/2)/ħ,   B = 2π²w²/βħ².

This needs E* < V₀, that is k_BT < ħω_b/2π with ω_b = (2V₀/m)^(1/2)/w. The crossover temperatures are 356.0 K and 251.7 K, both above 100 K. With A = 26.0765 u^(−1/2) and B = 3.6623 u⁻¹, S = 22.4142 and 29.5532, tested against quadrature of W and numerical minimization. By (7), C_dd differs from kQ_r by local factors, so write ln C_dd = −S + γ ln m + const and read γ from the data. The sum βK_dd + dS/d ln m is −7.7952 + 9.3760 = 1.58 at 1 u and −9.5492 + 11.1143 = 1.57 at 2 u, and (7.1390 − 6.0488)/ln 2 = 1.57. One power matches both end slopes and the total change; its value is observed at these points, not derived.

This form accounts for all four errors. The true change is −0.41421A + B + 0.69315γ.

In √m, −S is quadratic and contributes nothing. The γ term has integrand 2γ/√m and trapezoid (1 + 0.70711)(0.41421)γ = 0.70711γ, an error 0.0140γ = +0.022.

In y the integrand is A/y² − 2B/y³ − 2γ/y and the step is −0.29289. The trapezoid is −0.43934A + 1.12132B + 0.70711γ, and the error −0.655 + 0.444 + 0.022 = −0.189.

In m the integrand is −A/2√m + B + γ/m. The trapezoid is −0.42678A + B + 0.75γ, and the error −0.328 + 0.089 = −0.238.

In ln m the integrand is −A√m/2 + Bm + γ. The trapezoid is −0.41835A + 1.03972B + 0.69315γ, and the error −0.108 + 0.145 = +0.038.

So ln m does nearly as well as √m here through a cancellation between A and B, which a change of temperature, acting on B alone, would shift. The y error also changes sign, at A/B = 0.1213/0.0251 = 4.8 when γ is neglected, so one small two-point error does not prove a linear integrand.

Q. Then which variable do I use in (10)?

A. Split the integrand by origin. Zero-point energy of stiff, nearly harmonic or Morse-like modes makes ln Q close to a quadratic in y when the substituted atom carries nearly all the motion of those modes. In the difference K_r − K_dd the classical 1/2 of each coordinate not pinned cancels, and a leftover constant in β(K_r − K_dd) can be integrated analytically as a logarithm. It is −1/2 for the free particle, but for the barrier at 100 K the fit above puts it at 1/2 − γ ≈ −1.07. Well below crossover, as at 100 K here, the tunnelling coordinate of this barrier wants √m. K_r and K_dd come from separate ensembles, so each part of the integral in (10) can take its own variable. When K_dd itself holds both stiff-mode zero-point energy and tunnelling action, ln C_dd has a term in y beside those in √m and m, neither y nor √m makes it quadratic, and a two-point result should be checked with interior nodes.

Calculated quantities

```
hbar^2/u = 4.180159e-03 eV A^2; hbar = 0.658212 eV fs
masses 1.0 u, 2.0 u; yL = 1.00000, yH = 0.70711 u^-1/2
Morse: D = 4.5 eV, alpha = 2.0 1/A, T = 300.0 K, beta = 38.6817 1/eV
 m=1.0 u: hw = 0.38792 eV, beta*hw = 15.0056, lnQ = -7.421954
   dlnQ/dlnm = 3.670557, beta<K> = 3.670557, <K> = 94.891 meV, 2betaK/y = 7.34111 u^1/2
 m=2.0 u: hw = 0.27430 eV, beta*hw = 10.6106, lnQ = -5.264825
   dlnQ/dlnm = 2.612387, beta<K> = 2.612387, <K> = 67.535 meV, 2betaK/y = 7.38895 u^1/2
 ln QH/QL levels = 2.157130, Gauss-5 in y = 2.157130, QH/QL = 8.6463
 -dF = 55.766 meV = 5.3806 kJ/mol
 two-point error: m +3.31e-01, sqrt m +1.28e-01, ln m +2.04e-02, y +3.80e-05
 P=8: dlnQ_P/dlnm = 2.689671, primitive = 2.689671, virial = 2.689671
 P=32: dlnQ_P/dlnm = 3.570076, primitive = 3.570076, virial = 3.570076
 P=128: dlnQ_P/dlnm = 3.663961, primitive = 3.663961, virial = 3.663961
 Trotter error ratio P=32/P=128 = 15.23
Quartic x^2/2+0.1x^4 (hbar=1): beta=1, <V''>cl = 1.738633
 m=25.0: betaK-1/2 = 2.897771e-03, leading term = 2.897721e-03
 m=100.0: betaK-1/2 = 7.244332e-04, leading term = 7.244303e-04
 beta=0.5, m 1->2: betaK = 0.522987, 0.511495; ln ratio = 0.358068
 two-point error: raw y +6.98e-03, ln m +4.56e-04, y minus classical -5.60e-09
Two masses: dlnQ/dlnm1 = 0.741005, betaK1 = 0.741005, betaK2 = 0.708760
 (1,1.5)->(2,4): direct = 1.091648, linear-y path = 1.091648
Free particle: QI/true rate = 1.253314, betaKdd = 1.000000
Eckart: V0 = 0.4 eV, a = 0.3 A, T = 100.0 K, beta = 116.0452 1/eV
 N(E=0.05 eV, 1 u): ODE 5.773836e-08, closed form 5.773836e-08
 A = 26.0765 u^-1/2, B = 3.6623 1/u
 m=1.0 u: hw_b = 0.19276 eV, Tc = 356.0 K, S = 22.4142, z* = 0.5045 A
   Cdd = 4.11082e-10 1/A^2, Cff = 1.25856e-13 1/fs^2, dH = 23.7867 meV
   Qr = 0.57280 1/A, betaKdd = -7.7952, -dS/dlnm = -9.3760
   k QI = 5.3883e-07 m/s, k scattering = 5.4633e-07 m/s
 m=2.0 u: hw_b = 0.13630 eV, Tc = 251.7 K, S = 29.5532, z* = 0.4009 A
   Cdd = 9.70418e-13 1/A^2, Cff = 1.90719e-16 1/fs^2, dH = 32.2632 meV
   Qr = 0.81006 1/A, betaKdd = -9.5492, -dS/dlnm = -11.1143
   k QI = 4.2568e-10 m/s, k scattering = 4.1274e-10 m/s
 1 u, moving z*: dlnCdd/dlnm = -7.7952, betaKdd = -7.7952
 1 u, 1.3 z*: fixed -9.4982, moving -7.9546, betaKdd -9.4982
 pinned beads +-0.5168 A, P=128: derivative -7.89238, virial -7.89238, operator -7.88921
 ln CddH/CddL: direct -6.0488, Gauss-5 in y -6.0488, SL-SH -7.1390
 two-point error: m -0.236, sqrt m +0.023, ln m +0.038, y -0.190
 ln QrH/QrL = 0.34657, ln R = 0.7481, R = 2.1129
 ln KIE: mass integration 7.1435, direct QI 7.1435
 KIE: QI 1265.8, scattering 1323.6
```
